**Static RPA screening and Friedel oscillations at rs = 4**

The program studies W(q) = 4π/[q² + ks² F(q/2kF)] for the three-dimensional electron gas, where F is the static Lindhard function, kF the Fermi wave vector and ks² = 4kF/π in Hartree atomic units. It asserts that the formula for the density response agrees with a numerical integral over allowed transitions, and that W at 2kF agrees with a summed bubble series. It also tests the Fourier routine on a Yukawa potential, the induced potential at the origin, and the singular Fourier integral behind the large-distance law. That law is W(r) → A cos(2kF r)/r³ with A = ks²/(4kF² + ks²/2)², and both its amplitude and its zero spacing are asserted at large r. A further assertion shows that rounding the logarithm at 2kF strongly damps the distant oscillation. The output gives A = 0.406 hartree bohr³ and a wavelength of 6.55 bohr. W(r) first changes sign near 8.7 bohr and reaches about −10 meV near 9.9 bohr, while the Thomas-Fermi interaction stays positive.

## Program and output

```python
"""Static RPA screening in the 3D electron gas at rs = 4 (Hartree atomic units).

Results under test:
  chi0(q) = -(kF/pi^2) F(q/2kF),
  F(x) = 1/2 + (1-x^2)/(4x) ln|(1+x)/(1-x)|,
  W(q) = 4 pi / (q^2 + ks^2 F(q/2kF)),  ks^2 = 4 kF/pi,
  W(r) -> A cos(2 kF r)/r^3 at large r,  A = ks^2/(4 kF^2 + ks^2/2)^2.
Symbols: kF Fermi wave vector, ks Thomas-Fermi (TF) wave vector,
chi0 independent-electron density response, W screened interaction.
"""
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = 1e10 * physical_constants["Bohr radius"][0]
pi = math.pi
rs = 4.0
density = 3 / (4 * pi * rs**3)
kF = (3 * pi**2 * density) ** (1 / 3)
ks = math.sqrt(4 * kF / pi)
q_kink = 2 * kF
amplitude = ks**2 / (4 * kF**2 + ks**2 / 2) ** 2


def lindhard(x, rounding=0.0):
    """F(x); a nonzero rounding smooths the logarithm at x = 1."""
    if x < 1e-9:
        return 0.5 + 0.5 / (1 + rounding**2)
    gap = (1 - x) ** 2 + rounding**2
    if gap == 0:
        return 0.5
    return 0.5 + (1 - x * x) / (4 * x) * 0.5 * math.log1p(4 * x / gap)


def W_q(q):
    return 4 * pi / (q * q + ks**2 * lindhard(q / q_kink))


def W_q_TF(q):
    return 4 * pi / (q * q + ks**2)


def W_r_TF(r):
    return math.exp(-ks * r) / r


def to_real_space(interaction, r):
    """Fourier transform; the TF part is subtracted and added in closed form."""
    def integrand(q):
        return q * (interaction(q) - W_q_TF(q))
    options = dict(weight="sin", wvar=r, epsabs=1e-11, limit=400)
    total = quad(integrand, 0, q_kink, epsrel=0, **options)[0]
    total += quad(integrand, q_kink, 2 * q_kink, epsrel=0, **options)[0]
    total += quad(integrand, 2 * q_kink, np.inf, limlst=200, **options)[0]
    return W_r_TF(r) + total / (2 * pi**2 * r)


def W_r(r):
    return to_real_space(W_q, r)


def chi0_direct(q):
    """Integral over transitions from occupied k to empty k+q."""
    def shell(k):
        mu_min = (kF**2 - k * k - q * q) / (2 * k * q)
        mu_min = max(-1.0, min(1.0, mu_min))
        inner = quad(lambda mu: 1 / (q * k * mu + q * q / 2),
                     mu_min, 1, limit=200)[0]
        return k * k * inner
    edges = sorted({0.0, min(abs(kF - q), kF), kF})
    total = sum(quad(shell, a, b, epsabs=1e-7, epsrel=1e-7, limit=100)[0]
                for a, b in zip(edges[:-1], edges[1:]))
    return -total / pi**2


def zeros_between(start, stop, step):
    grid = np.arange(start, stop, step)
    values = [W_r(r) for r in grid]
    return [brentq(W_r, grid[i], grid[i + 1], xtol=1e-8)
            for i in range(len(grid) - 1) if values[i] * values[i + 1] < 0]


# Lindhard function against the integral over allowed transitions
chi0_errors = []
for ratio in (0.5, 1.5, 2.0, 3.0):
    direct = chi0_direct(ratio * kF)
    formula = -kF / pi**2 * lindhard(ratio / 2)
    chi0_errors.append(abs(direct / formula - 1))
assert max(chi0_errors) < 1e-5

# Limits and the logarithmic slope at x = 1
assert abs(lindhard(0.05) - (1 - 0.05**2 / 3)) < 1e-6
assert abs(lindhard(50.0) * 3 * 50.0**2 - 1) < 1e-3
for s in (1e-5, -1e-5):
    slope = (lindhard(1 + s) - 0.5) / s
    assert abs(slope - 0.5 * math.log(abs(s) / 2)) < 1e-3

# Closed form of W against the bubble series built on the direct chi0
v_kink = 4 * pi / q_kink**2
bubble = v_kink * chi0_direct(q_kink)
series = sum(v_kink * bubble**n for n in range(60))
assert abs(bubble) < 1 and abs(series / W_q(q_kink) - 1) < 1e-5
assert all(W_q(q) >= W_q_TF(q) for q in np.linspace(0.01, 10, 500))

# Fourier routine on a Yukawa interaction with another range
for r in (0.5, 3.0, 12.0):
    known = math.exp(-2 * ks * r) / r
    found = to_real_space(lambda q: 4 * pi / (q * q + 4 * ks**2), r)
    assert abs(found - known) < 1e-9

# Induced potential at the origin from its own integral
def contact_integrand(q):
    screening = ks**2 * lindhard(q / q_kink)
    return screening / (q * q + screening)


contact = -2 / pi * (quad(contact_integrand, 0, q_kink)[0]
                     + quad(contact_integrand, q_kink, np.inf)[0])
assert abs(W_r(0.02) - 1 / 0.02 - contact) < 1e-3

# Singular Fourier integral, regularized by exp(-eps u^2); error about 6 eps
eps = 5e-4
singular = 2 * quad(lambda u: u * math.log(u) * math.exp(-eps * u * u)
                    if u > 0 else 0.0, 0, 300, weight="sin", wvar=1.0,
                    limit=400)[0]
assert abs(singular + pi) < 0.02

# Large-distance amplitude where cos(2 kF r) = 1
peak_rows = []
for n in (1, 2, 10, 40, 160):
    r = n * pi / kF
    peak_rows.append((n, r, W_r(r), amplitude / r**3))
assert abs(peak_rows[3][2] / peak_rows[3][3] - 1) < 0.02
assert abs(peak_rows[4][2] / peak_rows[4][3] - 1) < 0.005

# Large-distance wave vector from the spacing of zeros
far_zeros = zeros_between(100, 135, 0.5)
far_spacing = (far_zeros[-1] - far_zeros[0]) / (len(far_zeros) - 1)
assert abs(far_spacing / (pi / q_kink) - 1) < 0.005

# Rounding only the logarithm at 2 kF must damp the distant oscillation
rounding = 0.1
r_far = peak_rows[2][1]
W_rounded = to_real_space(
    lambda q: 4 * pi / (q * q + ks**2 * lindhard(q / q_kink, rounding)), r_far)
damping = abs(W_rounded / peak_rows[2][2])
assert damping < 0.1

# Near region: sign changes and the first extrema
near_zeros = zeros_between(1, 25, 0.5)
assert len(near_zeros) >= 4
minimum = minimize_scalar(W_r, bounds=near_zeros[:2], method="bounded")
maximum = minimize_scalar(lambda r: -W_r(r), bounds=near_zeros[1:3],
                          method="bounded")
assert minimum.fun < 0 and -maximum.fun > 0

print(f"rs = {rs:.1f} bohr, density = {density:.6f} bohr^-3")
print(f"kF = {kF:.5f} bohr^-1, 2kF = {q_kink:.5f} bohr^-1")
print(f"ks^2 = {ks**2:.5f} bohr^-2, ks = {ks:.5f} bohr^-1")
print(f"TF length 1/ks = {1/ks:.4f} bohr = {BOHR_ANGSTROM/ks:.4f} angstrom")
print(f"Friedel wavelength pi/kF = {pi/kF:.4f} bohr"
      f" = {BOHR_ANGSTROM*pi/kF:.4f} angstrom")
print(f"largest relative error of chi0 formula = {max(chi0_errors):.1e}")
print(f"v*chi0 at 2kF = {bubble:.5f} (dimensionless)")
print("q/2kF, F, W(q), W_TF(q) [hartree bohr^3]")
for x in (0.0, 0.25, 0.5, 1.0, 1.5, 2.0):
    q = x * q_kink
    print(f"  {x:.2f}  {lindhard(x):.5f}  {W_q(q):.4f}  {W_q_TF(q):.4f}")
print(f"induced potential at r=0: Lindhard {contact:.5f}, TF {-ks:.5f} hartree")
print("r [bohr], W(r), W_TF(r), bare 1/r [hartree]")
for r in (0.5, 1, 2, 3, 4, 5, 6, 8, 10, 15, 20):
    print(f"  {r:4.1f}  {W_r(r): .4e}  {W_r_TF(r):.4e}  {1/r:.4e}")
print("first zeros of W(r) [bohr]: "
      + ", ".join(f"{z:.3f}" for z in near_zeros[:4]))
for name, r, value in (("minimum", minimum.x, minimum.fun),
                       ("next maximum", maximum.x, -maximum.fun)):
    print(f"{name}: r = {r:.3f} bohr, W = {value:.4e} hartree"
          f" = {value*HARTREE_MEV:.3f} meV")
    print(f"  TF there = {W_r_TF(r):.4e} hartree")
print(f"Friedel amplitude A = {amplitude:.5f} hartree bohr^3")
print("n, r = n pi/kF [bohr], W(r), A/r^3 [hartree], ratio")
for n, r, exact, law in peak_rows:
    print(f"  {n:3d}  {r:8.3f}  {exact:.4e}  {law:.4e}  {exact/law:.4f}")
print(f"zero spacing, r = 100 to 135 bohr: {far_spacing:.4f} bohr")
print(f"predicted spacing pi/(2kF) = {pi/q_kink:.4f} bohr")
print(f"regularized singular integral at r=1: {singular:.4f}, -pi = {-pi:.4f}")
print(f"rounding width in q/2kF = {rounding:.2f}")
print(f"|W_rounded/W| at r = {r_far:.3f} bohr: {damping:.4f}")
print("success")
```

Output:

```
rs = 4.0 bohr, density = 0.003730 bohr^-3
kF = 0.47979 bohr^-1, 2kF = 0.95958 bohr^-1
ks^2 = 0.61089 bohr^-2, ks = 0.78159 bohr^-1
TF length 1/ks = 1.2794 bohr = 0.6770 angstrom
Friedel wavelength pi/kF = 6.5479 bohr = 3.4650 angstrom
largest relative error of chi0 formula = 1.0e-14
v*chi0 at 2kF = -0.33172 (dimensionless)
q/2kF, F, W(q), W_TF(q) [hartree bohr^3]
  0.00  1.00000  20.5707  20.5707
  0.25  0.97890  19.1693  18.7996
  0.50  0.91198  15.9611  14.9407
  1.00  0.50000  10.2479  8.2043
  1.50  0.16470  5.7846  4.6843
  2.00  0.08802  3.3627  2.9265
induced potential at r=0: Lindhard -0.46777, TF -0.78159 hartree
r [bohr], W(r), W_TF(r), bare 1/r [hartree]
   0.5   1.5404e+00  1.3530e+00  2.0000e+00
   1.0   5.6152e-01  4.5768e-01  1.0000e+00
   2.0   1.2447e-01  1.0473e-01  5.0000e-01
   3.0   2.7135e-02  3.1956e-02  3.3333e-01
   4.0   4.6282e-03  1.0969e-02  2.5000e-01
   5.0   1.5667e-03  4.0163e-03  2.0000e-01
   6.0   1.8222e-03  1.5318e-03  1.6667e-01
   8.0   5.7462e-04  2.4065e-04  1.2500e-01
  10.0  -3.7425e-04  4.0326e-05  1.0000e-01
  15.0  -7.6001e-06  5.3987e-07  6.6667e-02
  20.0   5.0138e-05  8.1310e-09  5.0000e-02
first zeros of W(r) [bohr]: 8.716, 11.723, 14.936, 18.159
minimum: r = 9.926 bohr, W = -3.7542e-04 hartree = -10.216 meV
  TF there = 4.3057e-05 hartree
next maximum: r = 13.097 bohr, W = 1.7759e-04 hartree = 4.832 meV
  TF there = 2.7362e-06 hartree
Friedel amplitude A = 0.40627 hartree bohr^3
n, r = n pi/kF [bohr], W(r), A/r^3 [hartree], ratio
    1     6.548  1.7473e-03  1.4472e-03  1.2074
    2    13.096  1.7759e-04  1.8089e-04  0.9817
   10    65.479  1.4509e-06  1.4472e-06  1.0026
   40   261.914  2.2618e-08  2.2612e-08  1.0003
  160  1047.657  3.5332e-10  3.5331e-10  1.0000
zero spacing, r = 100 to 135 bohr: 3.2735 bohr
predicted spacing pi/(2kF) = 3.2739 bohr
regularized singular integral at r=1: -3.1511, -pi = -3.1416
rounding width in q/2kF = 0.10
|W_rounded/W| at r = 65.479 bohr: 0.0139
success
```
